# Saddle-Search Force Thresholds for Two-Walker Second-Layer Nucleation

On top of a model island of 197 sites at 300 K, raising the extra barrier at the island edge from 0.12 to 0.16 eV makes escape 4.7 times less likely at each attempt. The probability that a landed atom is met by the next one rises from 0.19 to 0.56, a factor of only 2.9. Lowering the barrier from 0.12 to 0.06 eV works the other way: the probability falls by a factor of 14, more than the Boltzmann factor of 10. A barrier error therefore changes this encounter probability, which enters second-layer nucleation, strongly, but by less or by more than its Boltzmann factor depending on the regime.

The setting at issue is the force threshold at which a saddle-point search stops. It fixes part of the error of a computed barrier. How small that error must be depends on the competition between landing, meeting and escape.

## What the barriers control

Let $E_m$ be the energy of an adatom in its terrace minimum, $E_t$ that of the saddle between terrace sites, and $E_e$ that of the saddle for crossing the edge. With one prefactor $\nu_0$ for both processes, the hop rate per direction and the crossing probability per edge attempt are
$$\nu=\nu_0e^{-(E_t-E_m)/kT},\qquad s=e^{-\Delta E/kT},\qquad \Delta E=E_e-E_t .$$
The rate of crossing one edge bond is $\nu s=\nu_0e^{-(E_e-E_m)/kT}$, from which $E_t$ has cancelled.

The island top is the set of $N$ square-lattice sites with $x^2+y^2\le R^2$, in lattice constants. Site $i$ has $b_i$ bonds across the edge, and $B=\sum_i b_i$. Each of the $2R+1$ rows has two ends, and so has each column, so $B=4(2R+1)$.

Atom 1 lands on a uniformly chosen site at time zero. Atom 2 lands, also uniformly, after an exponential delay with rate $f=FN$ and mean $\Delta t=1/f$, where $F$ is the flux per site. An encounter means that the atoms are at lattice separation 0 or 1, including a landing on or beside atom 1. The trial ends at an encounter or at the first escape. A dimer is taken as a stable nucleus.

## Simulating the two walkers

1. Draw the site of atom 1 and the landing delay of atom 2.
2. Advance the clock by exponential intervals of mean $1/(4\nu)$. If the landing time comes first, go to step 4 with atom 1 where it stands.
3. Otherwise choose one of four directions. A move inside the disk is made. A move across the edge succeeds with probability $s$, which ends the trial without an encounter; if it fails, the atom stays. Return to step 2.
4. Land atom 2. If the atoms touch, count an encounter.
5. Otherwise choose one atom with probability 1/2, attempt a hop as in step 3, and check again for contact, until encounter or escape.

Rejected edge attempts must consume time, because the clock runs at the full attempt rate $4\nu$. Interrupting it at the landing is legitimate because an exponential interval has no memory. The equal choice in step 5 holds because both atoms attempt hops at the same rate.

With $M$ independent trials the encounter count is binomial, so the estimate of $p$ has standard error $\sqrt{p(1-p)/M}$. A relative error $r$ needs $M=(1-p)/(pr^2)$ trials. For $p=0.1935$ and $r=0.01$ this is about 42,000.

## Waiting for the second atom

Let $K_0$ be the hopping matrix of the closed disk: its diagonal element is $\nu$ times the number of neighbours inside, and its element between neighbours is $-\nu$. It is symmetric, and its rows and columns sum to zero. Escape adds a diagonal loss,
$$K=K_0+\nu s\,\mathrm{diag}(b).$$

The site probabilities of atom 1 obey $\dot P=-KP$, starting from $P_i=u_i=1/N$. Averaging over the landing delay gives its unnormalized distribution when atom 2 arrives,
$$q=\int_0^\infty fe^{-ft}e^{-Kt}u\,dt=f(f+K)^{-1}u .$$
The survival probability is $S=\sum_i q_i$.

For a strong barrier, atom 1 spreads over the disk long before it escapes. Its loss rate is then the uniform occupation $1/N$ times the total crossing rate $\nu sB$:
$$\frac1{\tau_0}=\frac{\nu sB}{N},\qquad \tau_0=\frac{N}{\nu sB}.$$
Landing at rate $1/\Delta t$ competes with escape at rate $1/\tau_0$, hence
$$S\to\frac{1/\Delta t}{1/\Delta t+1/\tau_0}=\frac{\tau_0}{\tau_0+\Delta t}.$$

The first correction arises because diffusion across the disk takes a finite time. The mean residence time from site $i$, called $y_i$, satisfies $Ky=1$. Write $y_i=\alpha+z_i$ and fix the split by $\sum_i b_iz_i=0$. Since $K_0$ annihilates a constant,
$$K_0z+\nu s\,b(\alpha+z)=1,$$
where $b(\alpha+z)$ is a sitewise product. Summing over sites removes the first term and leaves $\nu s\alpha B=N$, so $\alpha=\tau_0$. Inserting $\nu s\tau_0=N/B$ gives
$$K_0z=1-\frac NB b-\nu s\,bz .$$
The last term is of order $s$. Without it, $z$ belongs to the closed disk. Calling its site mean $c$, we obtain the mean residence time $\tau_1+O(s)$ with $\tau_1=\tau_0+c$.

This mean also fixes $S$ to first order. Let $\lambda_k$ be the eigenvalues of $K$, and $w_k$ the weights of its modes in the uniform start, with $\sum_kw_k=1$. Then
$$S=\sum_k w_k\frac{f}{f+\lambda_k},\qquad \bar y=\sum_k\frac{w_k}{\lambda_k}.$$
At $s=0$ the slowest mode is uniform. The loss term changes the modes by $O(s)$, so the squared overlaps $w_{k>1}$ are $O(s^2)$ and $w_1=1-O(s^2)$. Since $\lambda_1=O(s)$ and the others stay finite, $\bar y=(1/\lambda_1)[1+O(s^2)]$. We keep $\tau_0/\Delta t$ fixed as $s\to0$, so $f=O(s)$ and the fast modes are negligible in $S$ at this order. Therefore
$$S=\frac{\tau_1}{\tau_1+\Delta t}+O(s^2).$$

## Meeting before escape

Let $e_{ij}$ be the probability that one atom escapes before they meet, starting from sites $i$ and $j$. For touching pairs $e_{ij}=0$. For separated pairs, consider a short interval $dt$. Escape contributes $\nu s(b_i+b_j)dt$, a hop passes the problem to the new pair, and otherwise nothing changes. With $n_i$ neighbours inside the disk,
$$\begin{aligned}e_{ij}={}&\nu s(b_i+b_j)dt+\nu dt\Big(\sum_{i'\sim i}e_{i'j}+\sum_{j'\sim j}e_{ij'}\Big)\\&+\big[1-\nu dt(n_i+n_j+sb_i+sb_j)\big]e_{ij}.\end{aligned}$$
Cancelling $e_{ij}$ and dividing by $dt$ gives
$$\sum_kK_{ik}e_{kj}+\sum_kK_{jk}e_{ik}=\nu s(b_i+b_j).$$

The right side is already of order $s$, so at first order $K$ may be replaced by $K_0$. Let $G$ be the inverse of the resulting closed-disk operator on separated pairs. The mean meeting time obeys the same equation with source 1, so $t=G1$, with $t_{ij}=0$ for touching pairs. Because $G$ is symmetric, the average over two uniform atoms is
$$\begin{aligned}\bar e&=\frac{\nu s}{N^2}\sum_{ij}[G(b_i+b_j)]_{ij}
=\frac{\nu s}{N^2}\sum_{ij}t_{ij}(b_i+b_j)\\
&=\frac{2\nu s}{N^2}\sum_{ij}b_it_{ij}=\frac{2t_e}{\tau_0},\qquad t_e=\frac1{BN}\sum_{ij}b_it_{ij}.\end{aligned}$$
The third form uses $t_{ij}=t_{ji}$. The factor 2 counts the two atoms that can escape. The time $t_e$ is the mean meeting time with one atom uniform and the other weighted by edge bonds. The weighting appears because escape samples the places where pairs spend their time before meeting, and this occupation is not uniform.

Now combine the stages. Write $q_i=S/N+\delta_i$ with $\sum_i\delta_i=0$. From $(f+K)q=fu$,
$$K_0\delta=fu-fq-\nu s\,bq=O(s).$$
On vectors of zero sum $K_0$ can be inverted, so $\delta=O(s)$. With $\bar e_i=\sum_je_{ij}/N$,
$$p=\sum_iq_i(1-\bar e_i)=S(1-\bar e)-\sum_i\delta_i\bar e_i .$$
The last sum is a product of two first-order quantities, hence $O(s^2)$. To the same accuracy $1-x=1/(1+x)$, where $x=2t_e/\tau_0$. The result is
$$p=\frac{\tau_1}{\tau_1+\Delta t}\,\frac1{1+x}+O(s^2),\qquad p\to\frac{\tau_0}{\tau_0+\Delta t}.$$
The rational form is a choice: it keeps the meeting factor between 0 and 1, and it is what a constant meeting rate $1/t_e$ competing with a loss rate $2/\tau_0$ would give.

The condition for a strong barrier is $x\ll1$, and a small $s$ does not guarantee it. Diffusive meeting times grow roughly as $R^2/\nu$, apart from logarithms, while $\tau_0$ grows as $R/(\nu s)$. Thus $x$ grows as $sR$ times a logarithmic factor, somewhat faster than in proportion to $R$, and a large island can leave the regime at fixed barrier.

## Reading the worked case

The parameters are round model values, not those of a named material: $R=8$, $\nu_0=10^{12}\ \mathrm{s^{-1}}$, $E_t-E_m=0.40$ eV and $F=1$ monolayer per second. They give $B=4\times17=68$, $\nu=1.907\times10^5\ \mathrm{s^{-1}}$ and $\Delta t=5.076$ ms. The closed-disk times are $c=0.0380$ ms and $t_e=0.2070$ ms.

For $\Delta E=0.12$ eV, $s=e^{-0.12/0.02585}=0.00964$ and
$$\tau_0=\frac{197}{1.907\times10^5\times0.00964\times68}\ \mathrm s=1.576\ \mathrm{ms}.$$
The strong-barrier limit is $1.576/(1.576+5.076)=0.237$. With the correction, $\tau_1=1.614$ ms and $x=2\times0.2070/1.576=0.263$, so
$$p\simeq\frac{1.614}{1.614+5.076}\times\frac1{1.263}=0.191 .$$
The master equation, solved numerically for this model, gives 0.1935; the simulation of 10,000 trials gives $0.196\pm0.004$. Relative to the master equation, the limit is 22% too high and the corrected formula 1% too low.

| $\Delta E$ (eV) | $x$ | $p$, master eq. | limit | corrected |
|---|---:|---:|---:|---:|
| 0.06 | 2.68 | 0.0137 | 0.0296 | 0.0100 |
| 0.12 | 0.263 | 0.1935 | 0.2369 | 0.1911 |
| 0.16 | 0.056 | 0.5635 | 0.5933 | 0.5631 |

At 0.06 eV the expansion has failed: $x$ is not small, and the corrected value is 27% low although $s$ is only 0.098.

The opening factor can now be resolved. From 0.12 to 0.16 eV, $\tau_0$ grows by a factor 4.70. Survival saturates towards one and grows from 0.2412 to 0.5945, a factor 2.46. The probability of meeting once both atoms are present grows from 0.802 to 0.948, a factor 1.18. Their product is 2.91.

The simulated survival and encounter probabilities were tested against the master equation for all three barriers. A scan at fixed $\tau_0/\Delta t=0.3$ tests the limit itself: $p$ divided by its limit is 0.812 at $s=10^{-2}$, 0.9755 at $10^{-3}$ and 0.99975 at $10^{-5}$. Halving a small $s$ reduces the error of the corrected formula by a factor 3.99, as an $s^2$ error requires. Using the meeting time of two uniform atoms instead of $t_e$ leaves a 5% discrepancy in the pair escape probability, which tests the edge weighting.

## How a saddle error reaches the result

Take the logarithm of the corrected formula,
$$\ln p=\ln\tau_1-\ln(\tau_1+\Delta t)-\ln(1+x),$$
and define $A_a=kT\,\partial\ln p/\partial E_a$ at fixed temperature, flux, prefactor and island size.

Raising $E_e$ changes $\tau_0$ by $\tau_0/kT$ per unit energy and $x$ by $-x/kT$, but leaves $c$ unchanged. Thus
$$A_e=\frac{\tau_0}{\tau_1}-\frac{\tau_0}{\tau_1+\Delta t}+\frac{x}{1+x}
=\frac{\tau_0\Delta t}{\tau_1(\tau_1+\Delta t)}+\frac{x}{1+x}.$$
Raising $E_t$ at fixed $E_e$ slows terrace motion. It leaves $\tau_0$ unchanged and increases $c$ and $t_e$ in proportion to $e^{E_t/kT}$, so
$$A_t=\frac{c\Delta t}{\tau_1(\tau_1+\Delta t)}-\frac{x}{1+x}.$$
Raising $E_m$ shortens $\tau_0$, $c$ and $t_e$ by the same factor and leaves $x$ unchanged:
$$A_m=-\frac{\Delta t}{\tau_1+\Delta t}.$$
The three coefficients add to zero because $\tau_0+c=\tau_1$. A common shift of all energies must have no effect.

At $\Delta E=0.12$ eV,
$$\begin{aligned}A_e&=\frac{1.576\times5.076}{1.614\times6.690}+\frac{0.263}{1.263}=0.741+0.208=0.95,\\
A_t&=0.018-0.208=-0.19,\qquad A_m=-0.76.\end{aligned}$$
These are slopes of the corrected formula and are only approximate at $x=0.26$; differentiating the master equation numerically gives 0.93, $-0.17$ and $-0.76$. The edge saddle matters five to six times as much as the terrace saddle. In the strong-barrier limit $A_t$ vanishes and $A_e=-A_m=1-p$.

At 0.16 eV the same formula gives $A_e=0.46$. These slopes can be compared with the finite change in the master-equation values: $kT\ln(0.5635/0.1935)/0.04\ \mathrm{eV}=0.69$, which lies between 0.95 and 0.46. For an uncertainty this large, recompute $p$ at both barriers. Extrapolating the slope at 0.12 eV would predict a factor $e^{0.95\times0.04/0.02585}=4.3$ instead of 2.9.

Two limits guide the choice of accuracy. For rare landings, $\Delta t\gg\tau_0$, and $x\ll1$, $p\simeq\tau_0/\Delta t$ carries the full Boltzmann sensitivity to $E_e$. This is not an upper bound: for rare landings with $x$ not small, escape after the second landing adds to it and $A_e$ exceeds one, as the factor 14 between 0.06 and 0.12 eV shows. For frequent landings, $\Delta t\ll\tau_0$, and $x\ll1$, $p$ is close to one and hardly depends on the barrier.

## From energy tolerance to force threshold

Near a stationary geometry, expand the energy in displacements $u_k$ along the eigenvectors of the Hessian, with curvatures $\kappa_k$:
$$E=E_*+\frac12\sum_k\kappa_ku_k^2,\qquad F_k=-\kappa_ku_k .$$
Eliminating $u_k$ gives the energy error left by the residual forces,
$$E-E_*=\sum_k\frac{F_k^2}{2\kappa_k}.$$
At a minimum every term is positive. At a saddle one curvature is negative, so the error can have either sign. If $\kappa$ is the smallest $|\kappa_k|$, $M_a$ atoms are free to move, and every Cartesian force component is below $g$, then $\sum_kF_k^2\le3M_ag^2$ and
$$|E-E_*|\le\frac{3M_ag^2}{2\kappa},\qquad g\le\sqrt{\frac{2\kappa\,\varepsilon}{3M_a}}$$
is sufficient for an energy error below $\varepsilon$. Within the quadratic region, halving the threshold divides this bound by four. The bound is a worst case that puts all residual force on the softest mode, so it can overstate the error considerably, and it requires $\kappa>0$: zero modes such as translations of an unconstrained slab must be excluded.

Suppose all three energies have errors of at most $\varepsilon$. To first order, the relative error of $p$ is at most $(|A_e|+|A_t|+|A_m|)\varepsilon/kT$. At 0.12 eV the sum is 1.90, so a 10% error budget gives
$$\varepsilon=\frac{0.10\times0.02585}{1.90}\ \mathrm{eV}\approx0.0014\ \mathrm{eV}.$$

This leads to the following use of the setting:

- Estimate $\tau_0/\Delta t$ and $x$ from a preliminary barrier, then compute $A_e$, $A_t$ and $A_m$. The tolerance scales with $kT$ when these coefficients are unchanged.
- Spend the effort on the edge saddle and the adatom minimum. When $x$ is small, the terrace saddle tolerates a looser threshold.
- Apply the threshold to the true force at the saddle. In a nudged elastic band calculation, an ordinary image can have a small projected force and still lie off the saddle. A climbing image reverses the force component along the path without changing its size, so its force norm is the one required here.
- Halve the threshold twice and compare the two energy changes. If every normal-mode component $F_k$ shrinks in proportion to $g$, the second change is a quarter of the first. A shrinking force norm alone does not ensure this: on an exactly quadratic surface the residual force can turn towards softer modes, and the ratio is then often larger. A ratio far from a quarter means that convergence is not yet established; it does not by itself point to anharmonicity or numerical noise.

The threshold cannot repair errors from the density functional, slab thickness, Brillouin-zone sampling or unequal prefactors. Nor can it reveal a missed path. If the edge bonds have different crossing rates $\nu_\ell$, uniform occupation gives $1/\tau_0=N^{-1}\sum_\ell\nu_\ell$. Suppose one tenth of the bonds have a barrier lower by 0.04 eV. At 300 K the total loss is multiplied by $0.9+0.1\times4.70=1.37$. In the worked case at 0.12 eV, where $A_e=0.95$, this multiplies $p$ by about $1.37^{-0.95}=0.74$, a larger change than the 10% budget above. This estimate assumes that the low-barrier bonds are spread along the edge; if they are clustered, local depletion weakens the effect slightly, to about 0.76.

## From one pair to a nucleation rate

The probability $p$ describes one pair of landings. Under continued deposition, let $W$ be the mean wait for an encounter from an empty disk. In the strong-barrier limit, treat meeting as immediate once two atoms are present. The first landing takes $\Delta t$. The one-atom state lasts on average
$$\frac1{1/\Delta t+1/\tau_0}=S\Delta t,\qquad S=\frac{\tau_0}{\tau_0+\Delta t},$$
and returns to the empty disk with probability $1-S$. Hence
$$W=\Delta t+S\Delta t+(1-S)W.$$
Moving the last term to the left and dividing by $S$ gives
$$W=\Delta t\left(1+\frac1S\right)=\Delta t\left(2+\frac{\Delta t}{\tau_0}\right).$$
For rare landings the nucleation rate is therefore
$$\frac1W\simeq\frac{\tau_0}{\Delta t^2}=\frac{F^2N^3}{\nu sB}.$$

The island size is held fixed here. For a growing island, $1/W$ is the rate at its momentary size, and $W$ is not the actual waiting time.

The formula for $W$ was tested on a disk with $R=3$ against a full chain of zero, one and two atoms that ignores third arrivals. At $\tau_0/\Delta t=0.01$, $W/\Delta t$ is 102.06, against 102.00 from the formula. At $\tau_0/\Delta t=0.5$ the rate is half of $\tau_0/\Delta t^2$, so the rare-landing form must not be used there. This test has $x\ll1$. In the worked case at 0.12 eV, where $x=0.26$, pairs also break up by escape, and the same chain gives $W/\Delta t=6.2$ against 5.2 from the formula.

With $N\simeq\pi R^2$ and $B\simeq8R$, the rare-landing pair probability $FN^2/(\nu sB)$ grows as $R^3$ and the rate as $R^5$. The master equation gives an exponent of 2.96 for $p$ between $R=6$ and 12. Island size therefore belongs in the error budget too: for rare landings and $x\ll1$, a 3% error in $R$ changes $p$ by about 9% and the rate by about 15%. The worked case at 0.12 eV is not in this regime: there $p$ grows only about as $R^2$, so the same error changes it by about 6%, still a large part of the 10% budget used above. The remaining values are in the numerical output.

## Table of computed values

```
disk radius R = 8 lattice constants, temperature 300 K
prefactor 1e+12 1/s, diffusion barrier 0.40 eV
flux F = 1.0 monolayer/s, kT = 0.02585 eV
sites N = 197, edge bonds B = 68
hop rate per direction nu = 1.9068e+05 1/s
mean landing delay dt = 5.0761 ms
diffusive residence part c = 0.03799 ms (c*nu = 7.244)
meeting time t_edge = 0.20698 ms (t_edge*nu = 39.467)
meeting time, both uniform = 0.19680 ms
ratio of the two meeting times = 1.0518
simulated trials per barrier = 10000
edge barrier 0.06 eV: s = 0.09818, tau0 = 0.1547 ms, 2 t_edge/tau0 = 2.6752
  survival: simulation 0.0355, master equation 0.0363, std. error 0.0019
  encounter: simulation 0.0139, master equation 0.0137, std. error 0.0012
  meeting once both are present (master eq.) = 0.3772
  strong-barrier limit 0.0296, corrected formula 0.0100
edge barrier 0.12 eV: s = 0.00964, tau0 = 1.5761 ms, 2 t_edge/tau0 = 0.2627
  survival: simulation 0.2455, master equation 0.2412, std. error 0.0043
  encounter: simulation 0.1964, master equation 0.1935, std. error 0.0040
  meeting once both are present (master eq.) = 0.8023
  strong-barrier limit 0.2369, corrected formula 0.1911
edge barrier 0.16 eV: s = 0.00205, tau0 = 7.4053 ms, 2 t_edge/tau0 = 0.0559
  survival: simulation 0.5923, master equation 0.5945, std. error 0.0049
  encounter: simulation 0.5595, master equation 0.5635, std. error 0.0050
  meeting once both are present (master eq.) = 0.9478
  strong-barrier limit 0.5933, corrected formula 0.5631
scan at tau0/dt = 0.3: limit p = 0.23077
  s = 1e+00: p = 0.08471, p/limit = 0.36706, corrected formula = 0.01813
  s = 1e-01: p = 0.10110, p/limit = 0.43810, corrected formula = 0.07322
  s = 1e-02: p = 0.18737, p/limit = 0.81193, corrected formula = 0.18482
  s = 1e-03: p = 0.22512, p/limit = 0.97552, corrected formula = 0.22508
  s = 1e-04: p = 0.23019, p/limit = 0.99748, corrected formula = 0.23019
  s = 1e-05: p = 0.23071, p/limit = 0.99975, corrected formula = 0.23071
pair escape / (2 t_edge/tau0) at s = 1e-05: 0.99966
same with the uniform meeting time: 1.05139
(residence time - tau0)*nu at s = 1e-05: 7.2435
error ratio of corrected formula when s is halved: 3.988
size exponent of p between R = 6 and 12 (s = 1e-05): 2.961
repeated deposition, R = 3, s = 1e-04:
  tau0/dt = 0.01: W/dt = 102.0607, lumped chain 102.0000, rate/(tau0/dt^2) = 0.9798
  tau0/dt = 0.5: W/dt = 4.0020, lumped chain 4.0000, rate/(tau0/dt^2) = 0.4997
```
